# What pinning one node does to an all-Neumann Poisson problem

## Question

I am solving the Poisson and Schrödinger equations self-consistently across a thin silicon film, 8 nm thick, holding $5\times10^{12}$ electrons per cm². The electron number is fixed. I impose zero normal field on both faces, so the Poisson matrix is singular. Since a potential is defined only up to a constant, I replaced the equation of one node by $\phi_k=0$. The solver then runs without complaint.

The spacing between the two lowest levels of the heavy-mass valleys should not care about the zero of potential. Yet I get 54 meV with the pin on the left face, 47 meV with the pin 2 nm inside, and 33 meV with the pin in the middle. Refining the mesh changes nothing visible. If the pin merely chooses a constant, why does its position matter?

## Answer

Your system has two separate defects. Its potential is undetermined up to a constant, and its charge violates Gauss's law for the boundary conditions you imposed. The pin was meant for the first defect, but it also removes the second, by adding charge.

### The condition that the data must satisfy

I count charge in units of the elementary charge $e$. The equation is

$$-\nabla\cdot(\varepsilon\nabla\phi)=\rho,\qquad \mathbf D=-\varepsilon\nabla\phi ,$$

with the outward normal flux $D_n=g$ prescribed on the whole boundary. Integrating over the domain gives $\oint g\,dS=\int\rho\,dV$. The quantity that matters is therefore

$$Q=\int\rho\,dV-\oint g\,dS .$$

If $Q\neq0$, no potential satisfies the problem. A nonzero enclosed charge is not a fault by itself; it is a fault when the prescribed flux does not balance it. In your film $g=0$ and the electrons carry $-N$ per unit area, so $Q=-N$.

The mesh version is the same statement. A conservative scheme balances the flux of each cell,

$$\sum_j G_{ij}(\phi_i-\phi_j)=b_i,\qquad G_{ij}=G_{ji}\ge 0,$$

where $b_i$ is the charge in cell $i$ plus any prescribed boundary flux entering it. Write this as $A\phi=b$. On summing over $i$, the flux from $i$ to $j$ cancels the flux from $j$ to $i$. Hence $\sum_i(A\phi)_i=0$ for every $\phi$, while $\sum_i b_i=Q$. For $Q\ne0$ the equations contradict each other.

### What the pinned system solves

Discard equation $k$, set $\phi_k=0$, and keep all the others. On a connected mesh this system has one solution. Indeed,

$$\phi^{T}A\phi=\tfrac12\sum_{i,j}G_{ij}(\phi_i-\phi_j)^2$$

vanishes only for a constant vector, and the pin makes that constant zero. The reduced matrix is thus positive definite, which is why the solver does not complain.

Now put the solution back into the original equations, including the discarded one. The residual $r=A\phi-b$ vanishes at every node except $k$, so its sum is $r_k$. The sum is also $0-Q$. Therefore

$$\boxed{A\phi=b-Q\,e_k},$$

where $e_k$ is the vector with a one at node $k$ and zeros elsewhere. The pinned potential exactly solves a different Poisson problem, in which a charge $-Q$ sits in cell $k$. In a one-dimensional model this is a charged sheet, in two dimensions a line, and in three a point charge. Pinning to another value $c$ adds $c$ to every $\phi_i$ and leaves the inserted charge unchanged, because $A$ annihilates constants.

For two pins $j$ and $k$ with the same $b$, subtraction gives

$$A\left(\phi^{(k)}-\phi^{(j)}\right)=Q(e_j-e_k).$$

If $Q=0$, the right side vanishes and the solutions differ by a constant: the pin is then the harmless choice of zero you intended. If $Q\neq0$, they differ by the potential of two opposite charges at the two pins.

### The sheet in your film

Let $n(x)$ be the electron density, with $\int_0^L n\,dx=N$. Since $dD/dx=-n$ away from the pin and $D=0$ at both faces,

$$D(x)=-\int_0^x n\,dx'\quad(x<x_k),\qquad D(x)=+\int_x^L n\,dx'\quad(x>x_k).$$

At the pin, $D$ jumps by $\int_{x_k}^L n\,dx+\int_0^{x_k}n\,dx=N$. That is a positive sheet of density $N$, and its field points away from it on both sides.

Your density is $N=0.05$ nm⁻², and the permittivity of silicon is $\varepsilon=0.6466\ e/(\mathrm{V\,nm})$. The jump of the electric field is

$$\frac{N}{\varepsilon}=\frac{0.05}{0.6466}=0.0773\ \mathrm{V/nm}=0.773\ \mathrm{MV/cm}.$$

One-sided slopes of the computed potential give this jump at all three pin positions, hence an inserted charge of $+5.0\times10^{12}\,e/\mathrm{cm}^2$ each time.

For one frozen electron distribution, pins at 0 and 4 nm give potentials whose difference is linear between them and constant beyond. Its range is $0.0773\times4=0.309$ V. No change of zero can remove that.

### Why the levels move

Suppose the device is a symmetric double-gate structure. Each gate supplies half the compensating charge, so $D(0)=N/2$ and $D(L)=-N/2$. The flux entering through the faces is $N/2+N/2$, which makes $Q=-N+N=0$. The correct field follows from

$$D(x)=\frac N2-\int_0^x n\,dx'.$$

Compare the central pin, with $n(x)$ held fixed. Its $D$ is too small by $N/2$ on the left half and too large by $N/2$ on the right half. The error field has magnitude $N/(2\varepsilon)=0.39$ MV/cm and points away from the middle. Electrons feel a spurious V-shaped well there.

The effect on the spacing can be seen to first order in a flat box. The added energy is $F|x-L/2|$ plus a constant, where $F>0$ is the force. Level $m$ has density $(1/L)[1-\cos(2\pi m x/L)]$, so direct integration gives

$$\langle|x-L/2|\rangle_1=L\left(\frac14-\frac1{\pi^2}\right),\qquad
\langle|x-L/2|\rangle_2=\frac L4 .$$

The upper level is raised more, by $FL/\pi^2$, and the spacing grows. In the self-consistent film the density also rearranges, so this estimate explains the sign but not the final value.

The full calculation uses hard walls and Fermi filling at 300 K. It includes the valleys with the heavy mass normal to the film and those with the light mass. $E_0,E_1$ are the two lowest heavy-mass levels and $E_0'$ is the lowest light-mass level. The electron number is the same in every row.

| Closure | $E_1-E_0$ (meV) | $E_0'-E_0$ (meV) | Centroid (nm) |
|---|---:|---:|---:|
| Double gate | 7.0 | 29.0 | 4.00 |
| Uniform background | 14.6 | 24.9 | 4.00 |
| Pin at 0 nm | 54.3 | 55.2 | 2.44 |
| Pin at 2 nm | 46.8 | 41.8 | 2.88 |
| Pin at 4 nm | 32.7 | 26.5 | 4.00 |

The central pin gives 32.7 meV where the double gate gives 7.0 meV. It also reduces the rms spread of the electrons from 1.95 to 1.44 nm. The centroid cannot reveal this error, because both problems are symmetric. The valley splitting $E_0'-E_0$ is a weak warning too, since it changes by only 2.5 meV.

The pin at 0 nm has a physical reading. Its sheet lies on the face, with zero flux at the other face, so this is a film with a single gate on the left. If that gate exists, it supplies the flux $N$ through the left face, $\phi=0$ there merely chooses the zero of potential, and the result belongs to that device. If the device has two equal gates, it is the wrong device.

### Why mesh refinement did not warn you

In one dimension the inserted sheet has a finite potential. Halving the mesh step from 0.10 to 0.05 nm changes the spacing for the central pin from 32.698 to 32.693 meV. The calculation converges, but to the problem with the extra sheet.

In two dimensions the failure becomes visible. Around an interior pin, the inserted line charge $-Q$ sends its flux through a circle of length $2\pi r$:

$$-\varepsilon\frac{d\phi}{dr}=-\frac{Q}{2\pi r}
\quad\Longrightarrow\quad
\phi(r)=\frac{Q}{2\pi\varepsilon}\ln r+\text{constant}.$$

The mesh cuts this off at a radius proportional to its step $h$. Refining from $h_1$ to $h_2$ therefore changes the pin potential, relative to the mean, by

$$\Delta(\phi_k-\bar\phi)=-\frac{Q}{2\pi\varepsilon}\ln\frac{h_1}{h_2}.$$

At a right-angled corner the flux leaves through a quarter circle, and the change is four times larger.

Take a square section of a wire, 8 nm by 8 nm, with 0.40 electrons per nm of length spread uniformly. Then $Q=-0.40$ nm⁻¹, and threefold refinement should raise the central pin by

$$\frac{0.40\,\ln3}{2\pi\times0.6466}=0.108\ \mathrm V.$$

With 15, 45 and 135 cells per side, the pin lies 0.297, 0.405 and 0.513 V above the mean. At a corner the values are 0.955, 1.387 and 1.819 V, rising by 0.43 V each time. Because the pin itself is held at zero, what you see in practice is the rest of the section sinking without limit.

In three dimensions the potential of a point charge varies as $1/r$, so the cutoff gives growth as $1/h$. On a cubic mesh each link has $G=\varepsilon h$, and the leading term is $-0.2527\,Q/(\varepsilon h)$. The constant is the potential at a unit source on an infinite cubic lattice with unit links. For one electron in an 8 nm cube, going from 9 to 19 cells per side should add

$$\frac{0.2527}{0.6466}\times\frac{19-9}{8}=0.489\ \mathrm V.$$

The pinned solutions give 0.396 and 0.885 V, a rise of 0.489 V.

### Softer repairs have the same difficulty

You might add a small number $p>0$ to the diagonal at node $k$ instead of pinning it. The equation becomes $A\phi+p\phi_k e_k=b$. Summing its rows gives $p\phi_k=Q$, and substituting this back gives $A\phi=b-Qe_k$ again. A smaller $p$ does not insert less charge; it gives a larger offset $\phi_k=Q/p$.

A Lagrange multiplier enforcing zero mean potential behaves differently. With cell volumes $v_i$,

$$A\phi+\lambda v=b,\qquad v^T\phi=0.$$

Summing the first equation gives $\lambda=Q/\sum_i v_i$. The repair spreads $-Q$ as a uniform background. That avoids the singularity, but it is another physical assumption, and the second row of the table shows its effect.

One detail matters when you check your own matrix. The ghost-node form of a zero-flux end doubles the off-diagonal entry in the end row, so the plain column sums no longer vanish. Call that matrix $B$ and its source vector $s$, and find weights $w$ with $w^TB=0$. On a uniform one-dimensional mesh they are the trapezoidal weights: $h/2$ at the ends and $h$ inside. If row $k$ is discarded, its residual is

$$r_k=-\frac{w^Ts}{w_k}.$$

The inserted charge is $w_kr_k=-w^Ts$, again minus the net charge, now counted by the trapezoidal rule.

### What to do instead

First compute $Q$ with the same weights as the discretization. If it vanishes to rounding error, pin any node. If it is a small quadrature mismatch, the inserted charge is equally small: a 1% mismatch in your film makes a field jump of 0.0077 MV/cm. If $Q$ is comparable with the charge itself, some physics is missing.

For a gated film, supply the gate flux or include the gates as electrodes with fixed potentials. For an ungated film, include the donors or other charges that neutralize the electrons.

A third possibility is to let the electron number respond at fixed Fermi level. For Boltzmann electrons, with donor density $N_D$ and $V_T=k_BT/e$,

$$A\phi=v\,[N_D-n(\phi)],\qquad n(\phi)=n_0e^{\phi/V_T},$$

where the products are taken node by node. The derivative of the equations is $A+\mathrm{diag}(v\,n/V_T)$. It is positive definite because $n>0$, so no pin is needed. Summing the rows shows that the solution is neutral. Your fixed-number calculation lacks this mechanism: a shift of $\phi$ shifts the Fermi level with it and leaves the density unchanged.

A pin is harmful here too. In a 40 nm film with donor densities of $10^{18}$ and $10^{17}$ cm⁻³ in its two halves, and with $n_0=10^{18}$ cm⁻³, the neutral solution has $\phi=-0.002$ V at 10 nm. Forcing 0.05 V there attracts electrons until the net charge is $-2.33\times10^{12}\,e/\mathrm{cm}^2$. The field jump shows a sheet of $+2.33\times10^{12}\,e/\mathrm{cm}^2$ at the pin. The electron density there reaches about $7\times10^{18}$ cm⁻³, where Fermi–Dirac statistics would reduce both charges by 2 to 3% if the density at $\phi=0$ is kept equal to $n_0$.

### How far the silicon numbers can be trusted

The thickness and electron density are roughly those of a thin-body double-gate transistor that is switched on. The assumed 2 nm oxide is thicker than the roughly 1 nm equivalent thickness of strongly scaled gates. Real walls are not infinitely high. With a rough 3.1 eV barrier, penetration into the oxide lowers $E_0$ by 1.6 meV and $E_1$ by 2.7 meV to first order, so in the frozen potential the double-gate spacing loses about 1.1 of its 7.0 meV. Once the charge is allowed to rearrange, the loss is nearer 0.55 meV. The light-mass level penetrates much further: for an oxide mass of $0.5\,m_0$, $E_0'-E_0$ falls from 29.0 to about 21.5 meV and the light-mass valleys then hold slightly over half the electrons. The valley-splitting column of the table thus depends strongly on the hard walls.

Exchange lowers the two lowest heavy-mass levels by roughly 7 to 10 meV at the subband bottom, the smaller values applying when the gates screen the interaction, and by less at larger in-plane momentum. The image energy printed below, about 9 meV, is for a single silicon–oxide face; in the double-gate film the metal gates behind 2 nm of oxide nearly cancel it. Part of each effect survives in the spacing: first-order estimates give an increase of about 1 meV from exchange and about 1.5 meV from the image energy. The 19 meV printed below for exchange comes from a zero-temperature formula with all electrons in the two heavy-mass valleys. At 300 K the Fermi level lies 25 meV below $E_0$ and nearly half the electrons are in the other valleys, which roughly halves that figure. The 7.0 meV is therefore a result of this mean-field model, not a prediction for a measured device.

The other corrections estimated here are smaller; wall roughness and thickness variations are not included. Nonparabolicity, about 1.5% on the scale of the kinetic energy of $E_1$, takes roughly 0.3 meV off the double-gate spacing in the frozen potential, and about 0.2 meV self-consistently. A residual doping of $10^{15}$ cm⁻³ amounts to $1.6\times10^{-4}$ of the electron charge. At 400 K, with the electron number and masses held fixed, the spacings are 6.8 meV for the double gate and 33.4 meV for the central pin.

The double-gate oxide field is 1.16 MV/cm, well below a rough breakdown scale of 10 MV/cm. The silicon face field of 0.39 MV/cm is comparable with bulk breakdown fields, but the potential varies by only 0.09 V across the film, far less than the roughly 1.1 V corresponding to the band gap. A simple estimate of tunnelling through each oxide gives $3\times10^{-5}$ A/cm² for an assumed oxide mass of $0.5\,m_0$. A mass of $0.4\,m_0$ would raise it about fifteenfold, so this figure is uncertain by orders of magnitude. The current also rises exponentially as the oxide is thinned.

None of these corrections removes the inserted sheet. At fixed electron number and zero face flux, its charge follows from Gauss's law, whatever the shape of the wavefunctions. The numerical output below gives the remaining values.

## Computed results

```
Si film thickness = 8.0 nm, T = 300 K
electron sheet density = 5.00e+12 cm^-2
Si permittivity = 0.6466 e/(V nm)
sheet field e*N/eps = 0.773 MV/cm
field from 1% charge mismatch = 0.0077 MV/cm
E1-E0 (heavy), E0'-E0 in meV; centroid, rms spread in nm
double gate    6.95  29.04  4.000 1.951
uniform bg    14.62  24.91  4.000 1.717
pin 0 nm      54.26  55.20  2.436 1.530
pin 2 nm      46.79  41.79  2.880 1.468
pin 4 nm      32.69  26.50  4.000 1.440
pin 0 nm: field jump 0.773 MV/cm, charge +5.000e+12 e/cm^2
pin 2 nm: field jump 0.773 MV/cm, charge +5.000e+12 e/cm^2
pin 4 nm: field jump 0.773 MV/cm, charge +5.000e+12 e/cm^2
frozen electrons, pin 4 vs pin 0 nm: 0.3093 V apart
pin 4 nm, E1-E0 at h=0.10, 0.05 nm: 32.698, 32.693 meV
wire section 8 x 8 nm, 0.40 electrons/nm
centre pin above mean, n=15,45,135: 0.2967 0.4050 0.5131 V
  rise per threefold refinement, law: 0.1082 V
corner pin above mean, n=15,45,135: 0.9546 1.3867 1.8193 V
  rise per threefold refinement, law: 0.4327 V
cubic-lattice Green constant = 0.25273
cube, 1 electron, n=9,19: 0.3962 0.8847 V; law rise 0.4886 V
doped film 40 nm, donors 1e+18 and 1e+17 cm^-3
no pin: potential step 0.0467 V, |net|/donors < 1e-8
natural potential at 10 nm = -0.00185 V
pinned there to 0.05 V: net -2.332e+12, pin +2.330e+12 e/cm^2
rough inputs: barrier 3.1 eV, oxide mass 0.5 m0,
  oxide 2.0 nm, nonparabolicity 0.5 /eV
E_F - E0 = -24.6 meV, kT = 25.9 meV
oxide penetration: E0 -1.61, E1 -2.71 meV
exchange (T=0, local) about 19 meV
image energy 1.8 nm from face about 9 meV
nonparabolicity alpha*kinetic(E1) = 1.48 %
face field: Si 0.39, oxide 1.16 MV/cm
potential range in film: gates 0.089, pin 4 nm 0.045 V
gate leakage per face, order of magnitude 3e-05 A/cm^2
doping 1e15 cm^-3 / electrons = 1.6e-04
400 K E1-E0: gates 6.83, pin 4 nm 33.35 meV
```
